# Mass and barrier height in a Fowler-Nordheim slope

## Problem

A metal electrode emits electrons into an insulating film of thickness $d$ under a uniform field of magnitude $F$. The oxide band edge lies an energy $\phi$ above the emitter Fermi level at the interface. The oxide has one isotropic, parabolic mass $m$. The interface is smooth, so the wavevector $\mathbf k$ parallel to it is conserved. Take zero temperature, WKB transmission, no image force and $eFd>\phi$, with $e>0$.

(a) Find the tunnelling exponent for an electron at energy $\varepsilon$ below the Fermi level.

(b) Find the current density $J$ and the slope of $\ln(J/F^2)$ against $1/F$. Which combination of $m$ and $\phi$ does the slope fix? Does the curvature of the plot add anything?

(c) A measured slope is explained by $m=0.2\,m_e$ and $\phi=2.00$ eV. Which barrier explains it equally well if $m=0.1\,m_e$? How good a match is 2.52 eV?

(d) For a 10 nm hafnia-like film at 3 to 4 MV/cm, which neglected effects could matter?

## Hints

1. Parallel motion costs energy in the oxide too. Write the decay constant $\kappa$ with $k^2$ included, and look for one variable that combines $\varepsilon$ and $k^2$.
2. At fixed $\mathbf k$, the velocity cancels the density of states in the current.
3. Before approximating the integral, measure energies in units of $\phi$.
4. Two models with the same slope need not give the same current.

## Solution

### (a) The exponent

Let $x$ be the distance from the emitter. Relative to the Fermi level, the band edge is at $\phi-eFx$ and the electron at $-\varepsilon$. In the oxide,

$$-\varepsilon=\phi-eFx+\frac{\hbar^2(k^2-\kappa^2)}{2m}.$$

Solving for $\kappa^2$ gives

$$\kappa^2=\frac{2m}{\hbar^2}(\phi+u-eFx),\qquad u=\varepsilon+\frac{\hbar^2k^2}{2m}.$$

The turning point is $x_t=(\phi+u)/(eF)$. The WKB transmission is $\mathcal T=e^{-S}$, with

$$S=2\int_0^{x_t}\kappa\,dx=\frac{2\sqrt{2m}}{\hbar}\,\frac{2(\phi+u)^{3/2}}{3eF}.$$

Taking out the value at $u=0$,

$$S=\frac BF\left(1+\frac u\phi\right)^{3/2},\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar}.$$

### (b) The current and its slope

For fixed $\mathbf k$, two spins carry a current $2e\int v_z\mathcal T\,dk_z/(2\pi)$. Since $v_z\,dk_z=dE/\hbar$, summing over $\mathbf k$ gives

$$J=\frac{2e}{2\pi\hbar}\int_0^\infty d\varepsilon\int\frac{d^2k}{(2\pi)^2}\,\mathcal T(u).$$

The upper limit may be infinite because deep states hardly tunnel. The emitter is assumed to supply every $\mathbf k$ that matters.

Put $\eta=\hbar^2k^2/(2m)$. Then $d^2k/(2\pi)^2=k\,dk/(2\pi)=m\,d\eta/(2\pi\hbar^2)$. The integrand depends on $\varepsilon+\eta=u$ alone, and the line of constant $u$ offers a range $u$ of values of $\varepsilon$. Hence

$$J=\frac{em}{2\pi^2\hbar^3}\int_0^\infty u\,e^{-(B/F)(1+u/\phi)^{3/2}}\,du.$$

With $u=\phi s$ this becomes

$$J=\frac{em\phi^2}{2\pi^2\hbar^3}\,G\!\left(\frac BF\right),\qquad G(\beta)=\int_0^\infty s\,e^{-\beta(1+s)^{3/2}}ds.$$

The field enters through $B/F$ alone. Two materials with equal $B$ therefore have the same curve up to a constant factor, and within this model the curvature adds nothing to the slope.

For large $\beta$, small $s$ dominates and $(1+s)^{3/2}\simeq1+3s/2$. Then

$$G\simeq e^{-\beta}\int_0^\infty s\,e^{-3\beta s/2}ds=\frac{4}{9\beta^2}e^{-\beta}.$$

Since $B^2=32m\phi^3/(9e^2\hbar^2)$, we have $4F^2/(9B^2)=e^2\hbar^2F^2/(8m\phi^3)$, and

$$J\simeq\frac{e^3F^2}{16\pi^2\hbar\phi}\,e^{-B/F}.$$

To leading order the slope is $-B$, which fixes $m\phi^3$ and neither factor separately.

The next term in the exponent, $-3\beta s^2/8$, multiplies $G$ by $1-\tfrac38\beta\langle s^2\rangle$. The average uses the weight $s\,e^{-3\beta s/2}$, so $\langle s^2\rangle=6/(3\beta/2)^2=8/(3\beta^2)$. The factor is $1-1/\beta=1-F/B$. It lowers the magnitude of the slope by about $F^2/B$.

### (c) The matching pair

Equal $B$ requires $m_1\phi_1^3=m_2\phi_2^3$, so

$$\phi_2=\phi_1\left(\frac{m_1}{m_2}\right)^{1/3}=2.00\times2^{1/3}\ \text{eV}=2.5198\ \text{eV}.$$

The value 2.52 eV is this result rounded. In units of $m_e\,\text{eV}^3$,

$$0.2\times2.00^3=1.6000,\qquad0.1\times2.52^3=1.6003.$$

The slopes $B$ are 86.405 and 86.413 MV/cm, which differ by 0.009%. This proves the match to rounding. Straight-line fits to the full integral between 3 and 4 MV/cm give 86.28 and 86.29 MV/cm. The small drop below $B$ comes mainly from the $F^2/B$ term, about 0.14 MV/cm at 3.5 MV/cm, which higher orders reduce slightly. By contrast, 2.30 eV with $0.1\,m_e$ gives 75.2 MV/cm, so the slope does exclude pairs off the curve $m\phi^3=1.6$.

At 3.5 MV/cm, $B/F=24.7$. The closed formula gives $1.79\times10^{-4}$ A/cm² for the first pair, and the factor $1-1/24.7$ lowers this to $1.72\times10^{-4}$. The full integral gives $1.73\times10^{-4}$ A/cm² for the first pair and $1.37\times10^{-4}$ for the second. The currents differ although the slopes agree.

Along the curve of constant slope, $\delta\phi/\phi=-\delta m/(3m)$ for small changes. Assuming a mass thus turns its error into a barrier error one third as large in relative terms.

### (d) What the model leaves out

**Temperature.** To first order in $u$, $\mathcal T\propto e^{-u/\delta}$ with $\delta=2F\phi/(3B)$. At 3.5 MV/cm, $\delta$ is 0.054 eV for the first pair and 0.068 eV for the second. At temperature $T$ the weight $u$ in the current integral becomes $N(u)=k_BT\ln(1+e^{u/k_BT})$, and the lower limit can be taken to $-\infty$ if $k_BT<\delta$. Two integrations by parts give

$$\int N e^{-u/\delta}du=\delta^2\int N''e^{-u/\delta}du,\qquad N''=\frac{1}{4k_BT\cosh^2(u/2k_BT)}.$$

Substitute $t=1/(1+e^{-u/k_BT})$ and write $a=k_BT/\delta$. The last integral becomes

$$\int_0^1(1-t)^a t^{-a}dt=\Gamma(1+a)\Gamma(1-a)=\frac{\pi a}{\sin\pi a}.$$

At zero temperature it is 1, so this is the thermal gain in current. With $\theta=\pi a\propto1/F$, the slope magnitude falls by $F(1-\theta\cot\theta)$, which is larger for the lower barrier because its $\delta$ is smaller. The fitted slopes at 300 K are 83.1 and 84.4 MV/cm, a split of 1.6%. At 358 K they are 81.3 and 83.5 MV/cm. A slope at one temperature is still one number for two unknowns. Its change with temperature is a second number, useful if $\phi$ and $m$ themselves stay fixed.

**Field calibration.** An error of 0.5 nm in a 10 nm film changes the slope by 5%, more than the thermal split. A ferroelectric adds another error. Let the electrodes screen the polarization $P$ over a total length divided by permittivity $s_0$. If $P$ points along the applied field and the film permittivity is $\epsilon$, the voltage is

$$V=Fd+(\epsilon_0\epsilon F+P)\frac{s_0}{\epsilon_0},\qquad F=\frac{V-Ps_0/\epsilon_0}{d+\epsilon s_0}.$$

For $P=15$ µC/cm², $s_0=0.01$ nm and $\epsilon=30$, a nominal field $V/d$ of 3.5 MV/cm is really 3.23 MV/cm. If the barrier $\phi$ at the emitter interface stays fixed, both pairs give 98.7 MV/cm when plotted against the nominal field. The inferred $m\phi^3$ is then too large by the factor $(98.7/86.3)^2\simeq1.31$, and the two pairs remain indistinguishable. In a real electrode, the part of the screening voltage that drops inside the emitter also lowers the oxide band edge relative to the emitter Fermi level. This reduces the slope error and can split the pairs by an amount comparable with the thermal split.

**Image force and coherence.** With an optical permittivity of 4, the image force lowers the barrier by 0.355 eV at 3.5 MV/cm, yet it splits the zero-temperature slopes by 0.24% only. Reflection at a perfectly flat collector has more effect. A Schrödinger calculation at normal incidence, with free-electron electrodes whose kinetic energy is 5 eV at their own Fermi levels, gives transmission slopes of 85.1 and 89.3 MV/cm. Without the collector they are 86.43 and 86.45 MV/cm. The split comes from interference between the two interfaces, so it belongs to this exact thickness: at 10.5 nm the split of these single-energy slopes changes sign, from $+5.0\%$ to $-3.6\%$. In the zero-temperature current, summed over energy and $\mathbf k$, it stays positive but moves between about 2% and 6% for 9.5, 10 and 10.5 nm. It is not a property of the two barriers alone.

**Direct tunnelling.** If $eV<\phi$, the electron reaches the collector before the turning point. At the Fermi level the exponent loses $(B/F)(1-eV/\phi)^{3/2}$. At 2.2 V the first barrier is still triangular, but the second loses $39.3\times(0.32/2.52)^{3/2}=1.78$. In the WKB model its transmission at the Fermi level is 5.9 times the triangular value. States with larger $u$ gain more, so its zero-temperature current rises about 16-fold, to $4\times10^{-10}$ A/cm². Reflection at an abrupt collector, which WKB omits, can change either pair's transmission by a further factor of roughly two. This onset could separate the pairs, but the first pair's current there is only $3\times10^{-11}$ A/cm² at zero temperature and about $10^{-10}$ A/cm² at 300 K, which other leakage can hide.

**Traps and the real film.** The window of 3 to 4 MV/cm is high for regular use: its top is 0.89 of a rough breakdown field of 4.5 MV/cm. Real films also contain traps, which the model omits. For trap depth $E_t$, state density $N_t$ and mobility $\mu$, the Poole-Frenkel model gives

$$J_{PF}=eN_t\mu F\exp\!\left[-\frac{E_t-\sqrt{e^3F/(\pi\epsilon_0\epsilon_{opt})}}{k_BT}\right].$$

Take the model values $E_t=1.2$ eV, $N_t=10^{19}$ cm⁻³, $\mu=1$ cm²/Vs and $\epsilon_{opt}=4$. At 3.5 MV/cm and 300 K this gives $3.3\times10^{-2}$ A/cm², against $2.6\times10^{-4}$ for tunnelling with the first pair. On a Fowler-Nordheim plot over the same window, the trap current has a linear correlation of $-0.998$ and an apparent slope magnitude of 43.6 MV/cm. Read as tunnelling, that would give $m\phi^3\simeq1.6\,(43.6/86.4)^2\simeq0.41$, a number unrelated to the barrier. Within this formula, heating from 300 to 358 K raises the trap current 22-fold and the tunnelling current only by a factor of 1.22. The formula counts only emission over the lowered barrier, however, and is outside its range at this field and mass. The Boltzmann factor for that emission is $6\times10^{-9}$, while a one-dimensional WKB estimate for tunnelling out of the same trap with $m=0.2\,m_e$ gives about $10^{-3}$. Emission dominated by such tunnelling grows only about 1.1-fold over the same heating. A strong temperature dependence thus points to a thermally activated path, but a weak one does not exclude traps. A nearly straight plot is therefore not enough to identify tunnelling.

## Variation 1: can the absolute current decide?

**Question.** Find $J_1/J_2$ for the exactly matched pairs. Repeat with a transmission that depends on the emitter's normal energy alone.

**Solution.** From part (b), $J\propto m\phi^2G(B/F)$. Equal $B$ means equal $m\phi^3$, so

$$\frac{J_1}{J_2}=\frac{m_1\phi_1^2}{m_2\phi_2^2}=\frac{\phi_2}{\phi_1}=1.26.$$

In the normal-energy model, $u$ is replaced by $\varepsilon+\hbar^2k^2/(2m_{em})$, where $m_{em}$ is the emitter mass. The same change of variables puts $m_{em}$ in the prefactor, so $J\propto m_{em}\phi^2G(B/F)$. With the same emitter,

$$\frac{J_1}{J_2}=\left(\frac{\phi_1}{\phi_2}\right)^2=0.63.$$

The order of the currents is reversed. With parallel wavevector conserved and the image force included, the ratio for the rounded pair at 3.5 MV/cm is 1.92. The absolute current can decide only if the transverse motion, the image force, the wave matching at the electrodes and the emitting area are known well enough.

## Variation 2: a two-band oxide

**Question.** At depth $w$ below the band edge let $\kappa^2=(2mw/\hbar^2)(1-w/E_g)$, with $E_g=5.7$ eV. Does the ambiguity survive?

**Solution.** At normal incidence from the Fermi level, $w=\phi-eFx$ and $dx=-dw/(eF)$. The exponent is $B_g/F$, with

$$B_g=\frac{2\sqrt{2m}}{e\hbar}\,I(\phi),\qquad I(\phi)=\int_0^\phi\sqrt{w\left(1-\frac w{E_g}\right)}\,dw.$$

For $\phi\ll E_g$, expanding the root gives $I\simeq\frac23\phi^{3/2}[1-3\phi/(10E_g)]$. The higher barrier is reduced more: the full integrals give $B_g=76.6$ and 73.8 MV/cm for the original pairs, which no longer match.

The slope now fixes $m\,I(\phi)^2$. At 2.52 eV the match is restored by

$$m_2=0.1\,m_e\left(\frac{76.64}{73.84}\right)^2=0.108\,m_e.$$

The dispersion moves the matching pair but does not remove the ambiguity. An independent value of the mass or of the barrier is still needed. The numerical output lists the values used here.

## Values computed for the example and the checks

```
Pair 1, pair 2 are listed in that order
Mass 1: 0.2 m_e
Barrier 1: 2.00 eV
Mass 2: 0.1 m_e
Barrier 2: 2.52 eV
Exact partner barrier: 2.51984 eV
m phi^3, pair 1: 1.60000 m_e eV^3
m phi^3, pair 2: 1.60030 m_e eV^3
B formula, pair 1: 86.405 MV/cm
B formula, pair 2: 86.413 MV/cm
Rounding difference in B: 0.0094 %
Film thickness: 10 nm
Lowest field: 3 MV/cm
Highest field: 4 MV/cm
Rough breakdown field: 4.5 MV/cm
Highest field / breakdown: 0.89
Reference field: 3.5 MV/cm
B/F at reference, pair 1: 24.69
J closed formula, pair 1: 1.793e-04 A/cm2
J integral 0 K, pair 1: 1.726e-04 A/cm2
J integral 0 K, pair 2: 1.367e-04 A/cm2
J1/J2 exact pair, lowest field: 1.259921
J1/J2 exact pair, highest field: 1.259921
J1/J2 normal-energy supply: 0.6300
Control slope (0.1 m_e, 2.30 eV): 75.21 MV/cm
Fitted slopes, 0 K: 86.28, 86.29 MV/cm; split +0.01 %
Airy slopes, no collector: 86.43, 86.45 MV/cm; split +0.03 %
Fitted slopes, 300 K: 83.06, 84.38 MV/cm; split +1.60 %
Fitted slopes, 358 K: 81.31, 83.45 MV/cm; split +2.64 %
Optical permittivity (rough): 4
Image lowering at reference: 0.355 eV
Slopes with image force, 0 K: 85.74, 85.95 MV/cm; split +0.24 %
J1/J2 with image force: 1.919
Band gap (rough): 5.7 eV
Two-band slopes: 76.64, 73.84 MV/cm; split -3.65 %
Two-band matching mass at 2.52 eV: 0.1077 m_e
Coherent-collector slopes: 85.08, 89.29 MV/cm; split +4.95 %
Electrode kinetic energy (model): 5 eV
Polarization (rough): 15 uC/cm2
Screening length/permittivity: 0.01 nm
Film permittivity (rough): 30
Film field at nominal 3.5: 3.234 MV/cm
Slopes against nominal field: 98.73, 98.74 MV/cm; split +0.01 %
Slope error for 0.5 nm in thickness: 5.0 %
Low test field: 2.2 MV/cm
Voltage at low test field: 2.2 V
Direct-tunnelling gain, pair 2: 5.91
J pair 1 at low test field: 3.19e-11 A/cm2
Trap depth (model): 1.2 eV
Trap-model mobility: 1 cm2/Vs
Trap-model state density: 1.0e+19 cm-3
Poole-Frenkel J, 300 K: 3.280e-02 A/cm2
Tunnelling J, 300 K, pair 1: 2.626e-04 A/cm2
Poole-Frenkel apparent slope: 43.55 MV/cm
Its linear correlation: -0.99822
Poole-Frenkel J(358 K)/J(300 K): 21.57
Tunnelling J(358 K)/J(300 K), pair 1: 1.219
```
